Ostwald ripening of supported particles by adatom diffusion: the one-fourth power law, part 2

After deposition has stopped, metal particles on a flat support exchange atoms through dilute adatoms that diffuse over the support. The total particle volume is fixed, particles neither move nor merge, and desorption is neglected.

Each particle is a spherical cap with curvature radius R, contact angle θ, rim radius r = R sin θ and volume (4π/3) f R³. The adatom density in equilibrium with it is

c(R) = c∞ exp(ℓ/R), ℓ = 2γΩ/kT,

where c∞ belongs to a flat body, γ is the surface energy, Ω the atomic volume, k Boltzmann's constant and T the temperature. The growth law below uses c(R) ≈ c∞(1 + ℓ/R).

In the mean field, N particles per unit area screen the adatom density over the length ξ. With diffusivity D and mean density c̄, a particle gains 2πDG[c̄ − c(R)] atoms per unit time, where

G = x K₁(x)/K₀(x), x = r/ξ, 1/ξ² = 2πN⟨G⟩.

K₀ and K₁ are modified Bessel functions, and angle brackets average over particles. For small x, G ≈ 1/ln(1.12 ξ/r). With R* the radius at which c(R) = c̄,

dR/dt = (K/R³)(R/R* − 1), K = D c∞ Ω ℓ G/(2f).

For constant G, R*⁴ grows linearly in time t. This power survives a size-dependent G if ξ stays proportional to the mean radius. At fixed volume ξ grows faster than that, and the small-x form gives, well beyond the starting size,

d ln R/d ln t ≈ 1/[4 + G/(2 − G)].

Slow attachment at the rim reduces the inflow; when it dominates, the cube of the radius grows linearly.

The example is liquid tin droplets on silicon at 700 K (kT = 0.06032 eV), with mean R 50 nm, 5 percent coverage, θ = 60°, f = 0.15625, γ = 0.55 J/m², Ω = 0.028 nm³ and ℓ = 3.19 nm. The attempt rate is 10¹³ per second, the adatom diffusion barrier 0.50 eV, the adatom formation energy 0.60 eV and the cohesive energy 3.1 eV.

## Size distribution, prefactor and worked result

The first half used these symbols: R is the curvature radius of a cap-shaped particle, r its rim radius, N the number of particles per area, ξ the screening length of the adatom density, and ℓ the capillary length. For a constant diffusion factor G it gave

dR/dt = (K/R³)(R/R* − 1), 1/R* = ⟨1/R⟩,

with K = Dc∞ΩℓG/(2f). Here D is the adatom diffusivity, c∞ the adatom density in equilibrium with a flat body, Ω the atomic volume and f the volume fraction of the cap. For 50 nm tin droplets covering 5 percent of a silicon surface at 700 K, K was 5.78 × 10³ nm⁴/s, with G = 0.597 and ξ = 179 nm. What remains is the pure number that multiplies K.

Measure sizes by u = R/R*, and define

ν = (R*³/K) dR*/dt.

In a self-similar regime the distribution of u is fixed and ν is constant, so that

R*⁴ = R*₀⁴ + 4νKt.

To follow one particle relative to R*, differentiate u:

du/dt = (1/R*) dR/dt − (u/R*) dR*/dt.

The first term is K(u − 1)/(R*⁴u³), and the second is uνK/R*⁴. Use τ = ln R* as the clock. Since dτ/dt = νK/R*⁴, division gives

du/dτ = w(u) = (u − 1)/(νu³) − u.

The first term is growth or shrinkage in absolute size. The second expresses that a particle must keep growing merely to hold its place in a coarsening population.

A particle holds its place where w = 0, that is, where (u − 1)/u⁴ = ν. The left side has its maximum where u⁴ − 4u³(u − 1) = 0, at u = 4/3, and its value there is (1/3)(3/4)⁴ = 27/256. This value separates three cases.

If ν is larger than 27/256, w is negative for every u. A self-similar population would then have to be fed from arbitrarily large sizes. At large u, w is close to −u, so a particle's u falls as e^(−τ), while fixed volume makes the number of particles fall as R*⁻³ = e^(−3τ). For the shape to persist, the fraction of particles larger than u must fall off as u⁻³, and the density of u as u⁻⁴. The volume, the integral of u³ times that density, then diverges. This case is excluded.

If ν is smaller than 27/256, there are two roots, one on each side of 4/3. Between them w is positive. Any particle above the lower root u₁ is carried towards the upper root and never disappears. The number of such particles would therefore stay constant while the volume of each grew as R*³ without limit. At fixed total volume there can be none, so the distribution must end at u₁. It is then the initial distribution near its largest size that decides which u₁ occurs. Suppose the fraction of particles larger than R initially vanishes as (R_max − R)^p. Near u₁ the distance from the edge obeys d(u₁ − u)/dτ = w′(u₁)(u₁ − u), so a particle now at a given distance started closer to the edge by a factor exp[−w′(u₁)τ]. The initial number beyond that point is smaller by exp[−p w′(u₁)τ]. In a self-similar state it must be a fixed part of the survivors, whose number falls as e^(−3τ). Therefore

p w′(u₁) = 3.

The derivative is

w′(u) = (1/ν)[1/u³ − 3(u − 1)/u⁴] − 1.

At the root, 1/ν = u₁⁴/(u₁ − 1), and this becomes w′(u₁) = u₁/(u₁ − 1) − 4. Setting it equal to 3/p and solving for u₁,

u₁ = (4 + 3/p)/(3 + 3/p), ν = (u₁ − 1)/u₁⁴.

A distribution that stops abruptly at its largest size, with p = 1, leads to u₁ = 7/6 and ν = 0.0900. As the upper end becomes smoother, p grows, u₁ approaches 4/3 and ν approaches 27/256 = 0.1055.

The remaining case, ν = 27/256, is therefore the natural candidate for a smooth tail such as that of a Gaussian. This is an argument by exclusion and not a proof that every such population arrives there; numerical evidence follows below. The exponent 1/4 is common to all these self-similar states. The prefactor is not.

The distribution for ν = 27/256 follows from counting particles. Fixed volume makes their number proportional to R*⁻³, so the number per unit u is e^(−3τ)P(u), up to a constant, with P normalised to 1. Particles are lost at u = 0 and nowhere else, and continuity requires

−3P + d(wP)/du = 0.

With q = wP this reads dq/du = 3q/w, so that

q(u) = q(0) exp[−3I(u)], I(u) = ∫₀ᵘ du′/[−w(u′)].

Integrating 3P = dq/du over all sizes gives 3 = q(edge) − q(0). Since q vanishes at the edge, q(0) = −3. Integrating from u to the edge instead gives the fraction S(u) of particles larger than u:

S(u) = exp[−3I(u)], P(u) = 3S(u)/|w(u)|.

Multiplying the continuity equation by u³ and integrating by parts gives ∫u²(w + u)P du = 0. Because w + u = (u − 1)/(νu³), this states that ⟨1/u⟩ = 1, which is the condition 1/R* = ⟨1/R⟩ again.

The integral I can be done in closed form. Write a = 4/3. Multiplying out confirms that

(u − a)²(u² + 2au + 3a²) = u⁴ − 4a³u + 3a⁴,

and both 4a³ and 3a⁴ equal 256/27 = 1/ν. Since −1/w = u³/[u⁴ − (u − 1)/ν],

−1/w = u³/[(u − a)²Q], Q = u² + 8u/3 + 16/3.

Split this into A/(u − a) + B/(u − a)² + (Cu + E)/Q. At u = a, Q = 6a² and dQ/du = 4a. The coefficient B is u³/Q at u = a, which is a/6 = 2/9. The coefficient A is the derivative of u³/Q there:

A = (3a² × 6a² − a³ × 4a)/(36a⁴) = 14/36 = 7/18.

At large u the whole expression tends to 1/u, so A + C = 1 and C = 11/18. At u = 0 it vanishes, so −A/a + B/a² + E/(3a²) = 0, which gives E = 3aA − 3B = 14/9 − 6/9 = 8/9.

The first term integrates to A ln(1 − u/a). The second gives B[1/(a − u) − 1/a] = u/[6(a − u)]. In the third, Cu + E = C(u + a) + (E − Ca), with E − Ca = 2/27. The part with u + a gives (C/2) ln(Q/3a²). The rest is an inverse tangent, because Q = (u + a)² + 2a². Altogether

3I = (7/6) ln(1 − 3u/4) + u/[2(4/3 − u)] + (11/12) ln(3Q/16)
  + [1/(6√2)] {arctan[(u + 4/3)/(4√2/3)] − arctan(1/√2)}.

Near the edge the second term dominates, and S vanishes faster than any power of 4/3 − u. No particle in this state is larger than 4/3 of R*.

The mean of u is the integral of S from 0 to 4/3. Numerical quadrature gives m = ⟨R⟩/R* = 1.0338, and a relative standard deviation of 0.152. Multiplying the law for R*⁴ by m⁴, and using 4ν = 27/64,

⟨R⟩⁴ = ⟨R⟩₀⁴ + (27/64) m⁴ K t = ⟨R⟩₀⁴ + 0.482 K t.

Time is counted from a moment at which the distribution already has the self-similar form. Once the second term is much larger than the first, ⟨R⟩ grows as t^(1/4).

The growth equation can also be integrated numerically, particle by particle, without assuming any of this. The convenient variable is R⁴, because d(R⁴)/dt = 4K(R/R* − 1) stays finite as a particle vanishes. At each time step R* is chosen so that the total volume is unchanged. With 20,000 particles started from the distribution just derived, the mean rate of ⟨R⟩⁴, taken while ⟨R⟩ rises from 2 to 4 times its initial value, is 0.480 K.

A Gaussian start with a standard deviation of 20 percent gives 0.538 K over the same interval, 12 percent above the prediction. Continued to much larger sizes, with weighted particles that represent its far tail, it gives 0.484 K while ⟨R⟩ rises from 30 to 100 times its initial value. The approach is thus real but slow. A likely reason is the double root. With δ = u − 4/3, w is close to −4.5δ² there, since Q = 32/3 and u³ = 64/27. At large τ, a particle that started above the edge therefore approaches it as δ ≈ 1/(4.5τ), an inverse logarithm of R*. This estimate holds ν at its final value, so it explains the slowness without giving the size of the 12 percent.

A uniform start between 0.5 and 1.5 times the mean has p = 1. For its ν = 0.0900, quadrature of the corresponding S predicts 0.401 K, and the simulation gives 0.398 K while ⟨R⟩ rises from 10 to 30 times its initial value. The sharp upper end of the initial distribution lowers the rate by 17 percent for good, within this mean-field model.

For the tin droplets, the law for a smooth tail gives

d⟨R⟩⁴/dt = 0.4819 × 5777 = 2784 nm⁴/s.

Doubling the mean radius from 50 nm requires ⟨R⟩⁴ to rise by 15 × 50⁴ = 9.375 × 10⁷ nm⁴, which takes 3.37 × 10⁴ s, or 9.4 h. Seven of every eight droplets disappear in that time. After 24 h,

⟨R⟩ = (50⁴ + 2784 × 86,400)^(1/4) = 125 nm.

The simplifications behind this figure can be removed one at a time in the particle simulation, now with 16,000 droplets starting from the self-similar distribution. First let G depend on each droplet's own rim radius, while ξ is held at a fixed multiple of the mean radius. Doubling then takes 8.8 h instead of 9.4 h. To obtain the local exponent, compare the time in which ⟨R⟩ rises from 2 to 2√2 times its initial value with the time from there to 4 times. If ⟨R⟩^s is linear in time, the second interval is 2^(s/2) times the first. The exponent 1/s comes out as 0.251, uncertain by about 0.001 because few droplets remain at the end, in line with the argument that a fixed ratio of ξ to size preserves the one-fourth power.

Next let ξ follow from the actual number of droplets. Doubling takes 10.3 h, and the local exponent falls to 0.235. Since nothing else was changed, this is the effect of the growing isolation of the droplets. The estimate 1/[4 + G/(2 − G)], with the initial G = 0.597, gives 0.226. It lies somewhat low for two reasons: G has already decreased by the time the exponent is measured, and the small-x form behind the estimate overstates how strongly G varies with size.

Last, restore the exponential in c(R) = c∞ exp(ℓ/R). Doubling takes 9.9 h, and the exponent hardly changes: it is 0.235 in this run and 0.234 with a more finely resolved population, a small drop being expected because the correction below fades as the droplets grow. The acceleration has a simple origin. To second order,

exp(ℓ/R) − exp(ℓ/R*) ≈ (ℓ/R − ℓ/R*)[1 + (ℓ/R + ℓ/R*)/2],

so that near R* the driving difference is larger than its linear form by about ℓ/R, which is 6 percent at the start and less later.

The three changes partly cancel. With all of them included, the mean radius is 63.3 nm after 1 h, 82.1 nm after 4 h, 104 nm after 12 h and 122 nm after 24 h. The simple law gives 63.5, 82.5, 106 and 125 nm. Over a day its error relative to the fuller simulation stays below 3 percent. The agreement in size should not be taken for agreement in exponent: at longer times the two curves continue to separate.

Both calculations still rely on the mean field, in which a droplet does not know where its neighbours are. This can be examined on a fixed arrangement. Place 500 discs with the self-similar distribution of rim radii at random, without overlap, on a periodic square at 5 percent coverage. Represent each as a point source whose strength is adjusted until the density at its rim has the required value, and solve for all strengths together. For four such arrangements, a straight-line fit through the origin of these point-source inflows against the mean-field inflows has an average slope of 0.993. The scatter about the line, however, is 62 percent of the root-mean-square mean-field inflow. Point sources understate the exchange between discs that nearly touch. For two equal discs of radius r with centres a distance d apart, the exchange per unit density difference, in units of 2πD, is 1/[2 arccosh(d/2r)], while point sources give 1/[2 ln(d/r)]; at d = 2.05r these are 2.24 and 0.70. Resolving the density all around each rim raises the slope by about 0.1 and the scatter to between about 70 and 100 percent, depending on the closest pairs present. The mean field therefore gives the average response within roughly 10 percent at this coverage, while the momentary growth rate of a single droplet depends strongly on its surroundings. How this scatter, acting over a long time, alters the distribution and the prefactor is not settled by a snapshot. A broader distribution is a plausible conjecture.

The example stands beside the real case as follows. Tin is liquid at 700 K, and a thin metal film can break up into droplets tens of nanometres in radius. The surface energy, atomic volume and cohesive energy are rough typical values. The contact angle depends on how clean the silicon is. On clean silicon, tin first forms a strongly bound surface layer; the adatoms of the model then stand for the mobile excess on that layer, and their energies must refer to the covered surface. The adatom energies are the weakest inputs: their sum of 1.1 eV enters K through exp(−1.1 eV/kT), and an error of 0.1 eV changes every time by a factor exp(0.1/0.0603) = 5.2. The hours quoted are thus an order of magnitude, whereas the dependence on size is far less sensitive to these energies. Evaporation from the droplets is harmless: with the same attempt rate and the cohesive energy as barrier, about 4 × 10⁻⁶ nm would leave their surface during the doubling time; the tabulated vapour pressure of liquid tin gives a few times more, which is still negligible.

Real surfaces may break the assumption of free attachment, since oxide or contamination at the contact line can hinder both the passage of atoms and the motion of the line. For a given mean adatom density and screening length, an additional attachment barrier of 0.32 eV roughly halves the initial inflow to a droplet of mean size, and a higher one moves the growth towards the cube-root law. Migration and merging of droplets, and the dissolution of silicon in tin, are also left out, and their effect is not estimated here. A measured exponent near 1/4 is consequently consistent with diffusion-limited exchange over the support but does not establish it. The size distribution gives a further check. For a smooth initial tail, this model leads to a relative width of about 15 percent for constant G, or about 17 percent when G depends on size as in the droplet example, with few particles above 1.3 times the mean. A sharp upper end at the start makes the width smaller, the slow loss of the initial distribution and the influence of neighbours may change it, and partly hindered attachment can give a similar value. The width by itself therefore does not identify the mechanism either.
